# Why an effective valence Hamiltonian has three-body terms at second order

**Q.** I fit atomic spectra with a Hamiltonian for the valence electrons alone. Electrons repel in pairs, so I use one- and two-body parameters. Why should removing the core and the empty orbitals change that?

**A.** Because the removed orbitals can carry a message. Suppose valence electrons 1 and 2 collide and one of them is thrown into a virtual orbital. Before it returns, it collides with valence electron 3. The initial and final states both lie in the valence shell, but three electrons took part. If the virtual orbital is no longer in the description, this sequence must appear as a single three-electron interaction. It contains two collisions, hence second order.

**Q.** Which Hamiltonian do you start from, and what does "removing" mean?

**A.** I divide the spin orbitals into core \(c\), valence \(i,j,k,l,m,n\) and virtual \(e\). Orbitals are real, and a letter also denotes the annihilation operator of its orbital. Then

\[
H=\sum_{pq}h_{pq}\,p^\dagger q+\tfrac14\sum_{pqrs}\langle pq||rs\rangle\,p^\dagger q^\dagger s\,r ,
\]

with \(\langle pq||rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle\). The model space \(P\) contains all determinants with full core, empty virtuals and any valence occupation; \(Q\) contains the rest. Writing the Schrödinger equation in these two parts and eliminating the \(Q\) part gives

\[
\left[PHP+PHQ\,(E-QHQ)^{-1}QHP\right]\psi_P=E\,\psi_P .
\]

Let \(H_0\) be a sum of orbital energies, with one common energy \(\varepsilon_v\) for all valence orbitals. All states of \(P\) with a given number of electrons then share one energy \(E_0\). Since \(H_0\) does not connect \(P\) to \(Q\), both outer factors are already first order in \(H-H_0\). To second order we may therefore put \(E\to E_0\) and \(QHQ\to H_0\) in the middle:

\[
H_{\rm eff}=PHP+H_2,\qquad H_2=PHQ\,(E_0-H_0)^{-1}QHP .
\]

**Q.** Can you tell in advance how many electrons a term of \(H_2\) can involve?

**A.** Yes, by counting operators. I take the filled core as vacuum, so the field of the core electrons is absorbed into

\[
f_{pq}=h_{pq}+\sum_c\langle pc||qc\rangle .
\]

Let the intermediate state have \(L\) external lines, meaning core holes plus virtual electrons. One Hamiltonian vertex has at most four operators. Creating the \(L\) external lines uses \(L\) of them, leaving at most \(4-L\) valence operators. The second vertex must remove the same lines to return to \(P\), so it also has at most \(4-L\). Together there are at most \(8-2L\) valence operators. A \(b\)-body operator has \(2b\), hence

\[
b\le 4-L .
\]

A state in \(Q\) has \(L\ge1\). Four-body terms are therefore absent at this order, and three-body terms require \(L=1\): one virtual electron or one core hole.

The energy denominator does not spoil the count. With common \(\varepsilon_v\) it depends on the external lines alone, not on which valence orbitals the spectators occupy.

**Q.** Show me the term itself. A count says what is allowed, not that it is there.

**A.** Take one virtual electron. In the two-body part of \(H\), \(e^\dagger\) can stand in either creation position. The two choices are equal by antisymmetry, so \(\tfrac14\) becomes \(\tfrac12\). The coupling is \(\sum_e e^\dagger X_e\), with

\[
X_e=\sum_i f_{ei}\,i+\tfrac12\sum_{kij}\langle ek||ij\rangle\,k^\dagger j\,i .
\]

The return vertex is \(X_e^\dagger e\). Since \(e\,e^\dagger=1\) when orbital \(e\) is empty,

\[
H_2^{(e)}=\sum_e\frac{X_e^\dagger X_e}{\Delta_e},\qquad \Delta_e=\varepsilon_v-\varepsilon_e<0 .
\]

The interaction part of \(X_e^\dagger\) is \(\tfrac12\sum\langle en||lm\rangle\,l^\dagger m^\dagger n\). Multiplying the interaction parts gives

\[
\tfrac14\sum\frac{\langle en||lm\rangle\langle ek||ij\rangle}{\Delta_e}\;l^\dagger m^\dagger\,(n\,k^\dagger)\,j\,i .
\]

To read off the rank, creation operators must stand on the left. I use \(n\,k^\dagger=\delta_{nk}-k^\dagger n\). The delta gives a two-body term,

\[
\tfrac14\sum\frac{\langle ek||lm\rangle\langle ek||ij\rangle}{\Delta_e}\;l^\dagger m^\dagger j\,i ,
\]

and the remainder is

\[
W_3^{(e)}=-\tfrac14\sum\frac{\langle en||lm\rangle\langle ek||ij\rangle}{\Delta_e}\;l^\dagger m^\dagger k^\dagger\,n\,j\,i .
\]

In the first, the electron left in \(k\) takes part in the second collision. In the second, it need not: another electron, in \(n\), can do so.

**Q.** And a core hole?

**A.** A core electron enters the valence shell. The coupling is \(\sum_cY_c\,c\), with

\[
Y_c=\sum_kf_{kc}\,k^\dagger+\tfrac12\sum_{klm}\langle kl||cm\rangle\,k^\dagger l^\dagger m .
\]

On the full core \(c^\dagger c=1\), and \(Y_c^\dagger Y_c\) commutes with \(c\). The contribution is thus \(\sum_cY_c^\dagger Y_c/(\varepsilon_c-\varepsilon_v)\). Its interaction part contains \(m'^\dagger(l'k')(k^\dagger l^\dagger)m\). Moving two creation operators past two annihilation operators takes four sign changes, so the piece without deltas is \(+m'^\dagger k^\dagger l^\dagger l'k'm\):

\[
W_3^{(c)}=\tfrac14\sum\frac{\langle k'l'||cm'\rangle\langle kl||cm\rangle}{\varepsilon_c-\varepsilon_v}\;m'^\dagger k^\dagger l^\dagger\,l'k'm .
\]

Terms with one delta are two-body, and those with two are one-body.

**Q.** Has this been compared with something that doesn't use your operator algebra?

**A.** Yes, for carbon with a 1s core and a 2s2p valence shell. \(H_2\) was summed directly over determinants, sorted by numbers of holes and virtuals. In the three-electron blocks tested, what remained after removing lower ranks agreed with these formulas to about \(10^{-12}\) eV. The four-electron block tested needed no four-body term. Leaving out the three-body operator there gave matrix errors up to 9.8 eV.

**Q.** What does the term do physically? "Three electrons take part" is still vague.

**A.** Look at the energy of a determinant with valence orbitals \(i,j,l\) occupied. The one-virtual energy is the squared length of \(X_e|ijl\rangle\), divided by \(\Delta_e\). Leave out \(f\), which cannot give rank three. There are two kinds of final state.

First, \(i\) goes to \(e\) while \(j\) and \(l\) stay. Each spectator contributes its field, so the amplitude is \(\langle ej||ij\rangle+\langle el||il\rangle\). Its square contains a cross term that needs all three electrons.

Second, \(i\) and \(j\) go to \(e\) and a valence orbital \(k\) that was empty. For the pair alone, \(k=l\) would be allowed. With \(l\) occupied it is forbidden, and its contribution must be subtracted. The three-body energy is therefore

\[
w_{ijl}=\sum_e\frac1{\Delta_e}\Big[\sum_{i}2\langle ej||ij\rangle\langle el||il\rangle-\sum_{\rm pairs}|\langle el||ij\rangle|^2\Big].
\]

In the first sum each of the three electrons in turn plays the role of \(i\); in the second, \(l\) is the one outside the pair. The first part is interference between the fields of two spectators. The second is Pauli blocking; it is positive or zero, because \(\Delta_e<0\). This formula was tested on all triples of the carbon valence shell.

For 2s↑2s↓2p↑, interference gives −2.33 eV and blocking +0.11 eV, together −2.22 eV. Here the third electron matters mainly by changing the field that distorts another electron's orbital.

**Q.** Where is ordinary screening in this picture?

**A.** Core polarization has one hole and one virtual, \(L=2\). Its coupling is \(\sum Z_{ec}\,e^\dagger c\), with

\[
Z_{ec}=f_{ec}+\sum_{ki}\langle ek||ci\rangle\,k^\dagger i .
\]

The product of two interaction parts contains \(m^\dagger n\,k^\dagger i=\delta_{nk}m^\dagger i+m^\dagger k^\dagger i\,n\). Its two-body part is

\[
\sum\frac{\langle en||cm\rangle\langle ek||ci\rangle}{\varepsilon_c-\varepsilon_e}\;m^\dagger k^\dagger i\,n .
\]

One valence electron polarizes the core and another feels the polarization. Two virtual electrons also have \(L=2\) and give a two-body term: a pair leaves the valence shell and returns.

I call the bare interaction plus all second-order two-body terms "screened", but the sign is not guaranteed to be that of screening. The one-virtual product also contains

\[
\sum_e\frac1{\Delta_e}\Big[\tfrac12\sum f_{el}\langle ek||ij\rangle\,l^\dagger k^\dagger j\,i+{\rm h.c.}\Big],
\]

which can have either sign.

**Q.** Now give me sizes. What was calculated?

**A.** A nonrelativistic carbon atom in the cc-pVDZ basis, with Hartree–Fock orbitals for a spherically averaged 2s²2p² configuration. The 2s and 2p energies are −20.57 and −2.79 eV, so

\[
\varepsilon_v=\frac{-20.57+3(-2.79)}4=-7.24\ {\rm eV}.
\]

The lowest virtual lies at 18.38 eV, which makes the smallest one-virtual gap 25.6 eV. The gap for one core hole is 304 eV.

As a measure of interaction strength I use the spectral norm, the largest absolute eigenvalue of the matrix among two or three valence electrons:

- bare two-body: 20.7 eV
- second-order two-body correction: 6.3 eV
- screened two-body total: 26.4 eV
- three-body: 2.97 eV

The three-body norm is \(2.97/6.29=0.47\) of the two-body correction and \(2.97/26.42=0.11\) of the screened interaction. These ratios belong to this atom, basis and choice of vacuum, and the numbers are not converged with basis. In cc-pVTZ the smallest one-virtual gap is 20.0 eV, the three-body norm 3.70 eV, the two-body correction 8.0 eV and the ratios 0.47 and 0.135; in aug-cc-pVDZ they are 10.9 eV, 5.09 eV, 11.9 eV, 0.43 and 0.17.

Nearly all of the three-body norm comes from virtual orbitals; the core-hole part is 0.0035 eV. The larger gap accounts for a factor of at most \(304/25.6\approx12\). The rest comes mainly from smaller integrals: with its gap multiplied out, the single virtual s orbital alone gives a norm about 33 times that of the core orbital. The larger number of virtual orbitals adds only a modest factor. Core polarization has a two-body norm of 0.013 eV in this basis, which has no functions for core correlation; in cc-pCVTZ it is 0.041 eV, still small.

**Q.** Your "screened" interaction is stronger than the bare one. Is something wrong?

**A.** No, but the name misleads here. For the 2s²2p² determinant of the ³P term, the second-order energies in eV are:

- one-body: −18.1
- two-body: +24.5
- three-body: −8.8

The two-body part is repulsive. The delta term derived earlier cannot cause this: it is a sum of squares divided by negative \(\Delta_e\). The one-virtual two-body energy is +25.4 eV, so its positive sign must come from the cross terms with \(f\).

The orbitals explain why those terms are large. They are optimized for an atom with valence electrons present, whereas \(f\) contains the field of the core alone. Self-consistency requires

\[
f_{ei}+\sum_j\bar n_j\langle ej||ij\rangle=0,
\]

with mean occupations \(\bar n=1\) for each 2s and \(\tfrac13\) for each 2p spin orbital. Thus \(f_{ei}\) is minus the average spectator field.

A small model shows the consequence. Let one electron be excitable to one virtual across a gap \(D\). Each of \(m\) spectators supplies an amplitude \(a\), and the orbitals are optimized for \(z\) spectators, so \(f=-za\). The energy is

\[
-\frac{(ma-za)^2}{D}=\frac{a^2}{D}\left[-z^2+m(2z-1)-m(m-1)\right].
\]

I used \(m^2=m+m(m-1)\), where \(m\) counts single spectators and \(m(m-1)\) counts ordered pairs of them. With the excited electron included, the three terms have ranks one, two and three. For \(m=z=3\) they are −9, +15 and −6 in units of \(a^2/D\), and they cancel. Carbon has the same sign pattern; its sum is not zero, because other excitations remain and because the occupations of a single determinant differ from the mean ones.

**Q.** Then is the three-body energy just an artefact of using the core as vacuum?

**A.** Its separate value depends on that choice; the total does not. Using the self-consistency condition, the amplitude for moving \(i\) to \(e\) with the spectators unchanged becomes

\[
\sum_j(n_j-\bar n_j)\langle ej||ij\rangle .
\]

The interference coefficient is unchanged, but it now multiplies deviations from the mean occupations. Near the mean configuration, most of that effect moves into lower-rank terms.

You may use such a reference if you transform all ranks together. You may not keep core-vacuum one- and two-body terms and simply delete the third. In the model, deletion leaves a spurious \(+z(z-1)a^2/D\) at \(m=z\).

**Q.** What happens to energies I could measure if I delete it anyway?

**A.** Compare the ³P–⁵S excitation energy and the ionization energy from ³P, in that order, in eV:

- bare valence Hamiltonian: 3.73; 11.61
- second order without three-body: 3.07; 4.27
- second order with three-body: 3.97; 10.81
- full CI in the same basis: 3.93; 10.99

Relative to full CI, the ionization error is +0.63 eV for the bare Hamiltonian, −6.72 eV without the three-body term and −0.18 eV with it. The truncated second-order Hamiltonian is worse than no correction at all. The excitation errors are −0.20, −0.86 and +0.04 eV. Full CI is the reference for this basis; it does not include the missing basis functions or relativity. The small errors with the three-body term are specific to this basis. In cc-pVTZ, measured against CCSD(T) (4.06; 11.18), the ionization errors are +0.55, −8.32 and −0.35 eV and the excitation errors −0.13, −0.85 and +0.17 eV. There the damage from deletion persists, but for the excitation the full second order is no better than the bare Hamiltonian.

Counting triples explains the ionization result. The neutral determinant has four triples and a three-body energy of −8.76 eV. The ion, 2s²2p, has one triple with −2.22 eV. Deletion should lower the ionization energy by about \(8.76-2.22=6.54\) eV. The calculated change is \(10.81-4.27=6.54\) eV.

For the excitation, the determinant energies differ by \(-7.68-(-8.76)=1.08\) eV, while the calculated shift is 0.90 eV. The ⁵S state is a single determinant in its spin block, but ³P can mix with 2p⁴. That mixing accounts for the difference: the three-body term lowers ³P by \(7.68+0.90=8.58\) eV instead of 8.76. The ion mixes with 2p³ in the same way and is lowered by \(8.58-6.54=2.04\) eV instead of 2.22. The two changes cancel in the ionization energy, so the close agreement found there by counting triples is partly fortunate.

So a norm ratio of 0.11 does not mean an 11% error in an energy difference. Norms ignore the number of triples, \(N(N-1)(N-2)/6\) against \(N(N-1)/2\) pairs, and the cancellation between ranks.

**Q.** When may I leave three-body parameters out, and when does your formula fail?

**A.** With at most two valence electrons the operator has nothing to act on. If all one-line gaps grow at fixed integrals, it falls as the inverse gap. The one-virtual two-body correction falls equally fast, though, so their ratio need not improve. In a fit at one fixed electron number, two-body parameters may absorb part of the effect. Such parameters need not carry over to another charge state: from neutral carbon to the ion the number of pairs falls from six to three, but the number of triples from four to one.

The second-order formula becomes unreliable when a gap is small compared with the couplings or with the terms neglected in \(QHQ\). In carbon the 2s–2p separation, 17.8 eV, is itself not small beside the 25.6 eV gap. Replacing both energies by their mean is therefore a real approximation, and the close agreement for two energy differences does not establish the same accuracy for other states. Moving \(\varepsilon_v\) from the electron-weighted mean, −11.68 eV, to the 2p energy, −2.79 eV, moves the second-order ionization energy from 10.96 to 10.59 eV. With diffuse functions (aug-cc-pVDZ) the gap drops to 10.9 eV, below the 2s–2p separation, and the ionization energy becomes 10.23 eV. The numerical output below gives the contributions in more detail.

## Values computed for the example and the checks

```
Carbon, cc-pVDZ; spatial orbitals: 14
1s orbital energy: -311.611 eV
2s orbital energy: -20.569 eV
2p orbital energy: -2.790 eV
common valence energy: -7.235 eV
lowest virtual energy: 18.382 eV
smallest one-virtual gap: 25.616 eV
one-core-hole gap: 304.376 eV
Spectral norms of interaction matrices:
 bare two-body: 20.7384 eV
 screened two-body, total: 26.4179 eV
 two-body correction: 6.2859 eV
  from 0 hole(s), 1 virtual(s): 7.2153 eV
  from 1 hole(s), 0 virtual(s): 0.0060 eV
  from 0 hole(s), 2 virtual(s): 0.9568 eV
  from 1 hole(s), 1 virtual(s): 0.0128 eV
  from 2 hole(s), 0 virtual(s): 0.0043 eV
 three-body, one virtual: 2.9713 eV
 three-body, one core hole: 0.0035 eV
 three-body, total: 2.9727 eV
 ratio three-body/two-body correction: 0.4729
 ratio three-body/screened two-body: 0.1125
Triple 2s(up) 2s(down) 2p(up), one-virtual part:
 spectator interference: -2.3341 eV
 Pauli blocking: 0.1104 eV
 sum: -2.2236 eV
3P 2s2 2p2 determinant, second-order energy by rank:
 rank 0: all -0.0328, one-virtual 0.0000 eV
 rank 1: all -18.1349, one-virtual -18.1291 eV
 rank 2: all 24.5333, one-virtual 25.3636 eV
 rank 3: all -8.7598, one-virtual -8.7676 eV
 bare two-body energy: 79.3231 eV
5S 2s 2p3 determinant, second-order energy by rank:
 rank 0: all -0.0328, one-virtual 0.0000 eV
 rank 1: all -21.6307, one-virtual -21.6198 eV
 rank 2: all 27.1776, one-virtual 27.8337 eV
 rank 3: all -7.6764, one-virtual -7.6864 eV
 bare two-body energy: 70.0883 eV
Energy differences: 3P to 5S; ionization from 3P
 bare valence H: 3.7259; 11.6122 eV
 2nd order, no 3-body: 3.0652; 4.2678 eV
 2nd order, with 3-body: 3.9669; 10.8079 eV
 full CI, same basis: 3.9286; 10.9851 eV
rank-rule largest error: 5.9e-18 eV
3-electron largest error: 3.9e-13 eV
 same without three-body: 2.5743 eV
4-electron largest error: 5.8e-13 eV
 same without three-body: 9.7776 eV
```
